# Thermal Population of a Soft Ligand Bend and Its Hot Bands

## Problem

A volatile metal complex, used as a precursor in the gas phase, has a ligand bend with a fundamental wavenumber of 100 cm⁻¹. The vapour is in thermal equilibrium at 400 K. Treat the bend at first as one nondegenerate harmonic oscillator, independent of all other motions of the molecule.

(a) Derive the population of each bend level, and find the fraction of molecules in excited levels of this mode.

(b) A hot band is a transition that starts from a thermally excited level. The spectrum is recorded near a ligand stretch of harmonic wavenumber 2030 cm⁻¹, coupled to the bend by the energy $\tfrac12 cQ^2x^2$ with $c=-4$ cm⁻¹. Here $Q$ and $x$ are the dimensionless normal coordinates of stretch and bend. Where do the hot bands lie, and what share of the stretch absorption do they carry?

(c) What share of the absorption in the bend's own band starts from excited bend levels?

(d) How does the answer to (a) change if the bend is doubly degenerate, and how does it change if the bend is weakly anharmonic?

## Solution

### Conventions

Energies are divided by $hc$ and given in cm⁻¹, the natural unit for vibrational spectra. The bend has the quantum number $v=0,1,2,\dots$ and the fundamental $\nu=100$ cm⁻¹. Its level energies $G(v)$ are counted from $v=0$. This removes the zero-point energy, which would multiply every Boltzmann factor by the same number and cancel from the populations. Two abbreviations are used throughout:

$$
\beta=\frac{hc}{kT},\qquad q=e^{-\beta\nu}.
$$

The first is a length, so that $\beta\nu$ is a pure number.

### (a) Populations of the bend

**The other modes cancel.** Let $w$ label the states of all other motions, with energies $E_w$. Independence means that the total energy is $G(v)+E_w$. The probability of finding bend level $v$, whatever the rest of the molecule does, is then

$$
p_v=\frac{\sum_w e^{-\beta[G(v)+E_w]}}{\sum_{v'}\sum_w e^{-\beta[G(v')+E_w]}}
=\frac{e^{-\beta G(v)}\sum_w e^{-\beta E_w}}{\sum_{v'}e^{-\beta G(v')}\,\sum_w e^{-\beta E_w}}
=\frac{e^{-\beta G(v)}}{Z},
$$

with $Z=\sum_{v'}e^{-\beta G(v')}$. The fraction asked for therefore concerns this one mode. A molecule counted as being in $v=0$ may well be excited in another mode.

**The harmonic sum.** For $G(v)=\nu v$ each Boltzmann factor is $q^v$. Since $0<q<1$, the geometric series converges:

$$
Z=\sum_{v=0}^{\infty}q^v=\frac{1}{1-q},\qquad p_v=(1-q)\,q^v .
$$

The excited fraction is whatever is not in $v=0$:

$$
F=\sum_{v\ge1}p_v=1-p_0=1-(1-q)=q=e^{-\beta\nu}.
$$

**Numbers.** With $k/(hc)=0.695035$ cm⁻¹/K, the thermal energy is

$$
\frac1\beta=0.695035\times400=278.0\ \text{cm}^{-1}.
$$

It follows that

$$
\beta\nu=\frac{100}{278.0}=0.3597,\qquad F=e^{-0.3597}=0.698 .
$$

About 70 percent of the molecules are in excited levels of the bend, and about 30 percent are in its ground level.

The number $q$ has a second meaning, which must be kept apart from the first. It is also the ratio of neighbouring populations, $p_{v+1}/p_v=q$. That ratio does not put 70 percent of the molecules in $v=1$. The populations are

- $v=0$: 30.2 percent
- $v=1$: 21.1 percent
- $v=2$: 14.7 percent
- $v=3$: 10.3 percent
- $v=4$: 7.2 percent
- $v\ge5$: 16.6 percent.

The ground level is still the most populated single level. The excited levels win together because there are many of them within reach of the thermal energy.

**Mean and spread.** Differentiating the geometric series once and twice with respect to $q$ gives

$$
\sum_v v\,q^v=\frac{q}{(1-q)^2},\qquad
\sum_v v(v-1)\,q^v=\frac{2q^2}{(1-q)^3}.
$$

Multiplication by $1-q$ turns these sums into thermal averages:

$$
\langle v\rangle=\frac{q}{1-q}=\frac{0.698}{0.302}=2.31,\qquad
\langle v(v-1)\rangle=\frac{2q^2}{(1-q)^2}.
$$

The variance follows from $\langle v^2\rangle=\langle v(v-1)\rangle+\langle v\rangle$:

$$
\sigma_v^2=\frac{2q^2}{(1-q)^2}+\frac{q}{1-q}-\frac{q^2}{(1-q)^2}
=\frac{q^2+q(1-q)}{(1-q)^2}=\frac{q}{(1-q)^2}.
$$

Hence $\sigma_v=\sqrt{0.698}/0.302=2.8$. The spread is somewhat larger than the mean.

**Limits.** If $\beta\nu\gg1$, the excited fraction is exponentially small, as for a stiff stretch at moderate temperature. If $\beta\nu\ll1$, expansion of the exponential gives $p_0=1-e^{-\beta\nu}\approx\beta\nu$, so the ground level empties as $1/T$. The present case lies between these limits: the leading term would give $p_0\approx0.36$ in place of 0.30. Half of the molecules are excited when $e^{-\beta\nu}=\tfrac12$, that is, when $kT/(hc)=\nu/\ln2=144$ cm⁻¹. For this bend that happens at about 208 K.

The result is not very sensitive to the bend wavenumber. From $dF/F=-\beta\,d\nu$, an increase of $\nu$ by 10 cm⁻¹ lowers $F$ by about 3.5 percent of its value.

### (b) Hot bands beside the stretch

**Why a coupling is needed.** If stretch and bend were independent, the stretch transition would have the same wavenumber for every $v$. The hot bands would be present but would coincide with the cold band. The coupling separates them.

Let $S=2030$ cm⁻¹ be the harmonic stretch wavenumber, $n$ the stretch quantum number, and $b$ the bend wavenumber before coupling. With $P$ and $p$ the momenta conjugate to $Q$ and $x$, the Hamiltonian is

$$
H=\frac S2\,(P^2+Q^2)+\frac b2\,(p^2+x^2)+\frac c2\,Q^2x^2 .
$$

For negative $c$ this potential falls without limit when $Q$ and $x$ are both large, so the model holds only near the minimum. The bound region ends at a saddle with $x^2=S/|c|$ and $Q^2=b/|c|$, at a height of $Sb/(2|c|)$. With $b=101$ cm⁻¹, the value found below, this is about 25 600 cm⁻¹, far above the thermal energy. The levels used below are those of the bound region, computed in a finite basis confined to it.

**Line positions.** In terms of ladder operators $Q=(a+a^\dagger)/\sqrt2$, so that

$$
Q^2=\tfrac12\left(a^2+a^{\dagger2}+aa^\dagger+a^\dagger a\right).
$$

The first two terms change $n$ and have no diagonal element. The last two give $\tfrac12[(n+1)+n]$. Hence $\langle n|Q^2|n\rangle=n+\tfrac12$, and in the same way $\langle v|x^2|v\rangle=v+\tfrac12$. To first order in $c$ the energy is

$$
E(n,v)=S\left(n+\tfrac12\right)+b\left(v+\tfrac12\right)+\frac c2\left(n+\tfrac12\right)\left(v+\tfrac12\right).
$$

The transition $n=0\to1$ at fixed $v$ has the wavenumber

$$
E(1,v)-E(0,v)=S+\frac c2\left(v+\tfrac12\right)=\nu_s+vX,\qquad
\nu_s=S+\frac c4,\quad X=\frac c2 .
$$

Here $\nu_s=2030-1=2029$ cm⁻¹ is the cold line and $X=-2$ cm⁻¹ is the step from one line to the next. The negative sign of $c$ means that bending softens the stretch, so the hot bands lie on the low-wavenumber side.

**Keeping the bend at 100 cm⁻¹.** The coupling also shifts the bend. Averaged over stretch state $n$, it adds $\tfrac12c(n+\tfrac12)x^2$ to the bend potential. The bend remains harmonic, with kinetic coefficient $b$ and force coefficient $b+c(n+\tfrac12)$, so its wavenumber is

$$
\nu_n=\sqrt{b\left[b+c\left(n+\tfrac12\right)\right]}.
$$

Requiring $\nu_0=\nu$ gives $b^2+\tfrac12cb-\nu^2=0$, whose positive root is

$$
b=-\frac c4+\sqrt{\frac{c^2}{16}+\nu^2}=1+\sqrt{1+10\,000}=101.005\ \text{cm}^{-1}.
$$

Diagonalization of the full two-mode Hamiltonian with this $b$ returns a bend fundamental of 99.999 cm⁻¹, as intended. The strongest stretch lines from $v=0,1,2,3$ lie at 2028.98, 2026.93, 2024.89 and 2022.84 cm⁻¹.

The mean step is $(2022.84-2028.98)/3=-2.05$ cm⁻¹, slightly larger in size than the first-order value. The averaged bend explains most of the difference. In the excited stretch state

$$
\nu_1=\sqrt{101.005\,(101.005-6)}=97.96\ \text{cm}^{-1},
$$

and the step is $\nu_1-\nu_0=-2.04$ cm⁻¹. What remains, below 0.01 cm⁻¹ for these first three steps, comes from the elements of $Q^2$ that change $n$, since the averaging leaves out nothing else. It grows by about 0.003 cm⁻¹ with each further level, so the higher lines are not exactly evenly spaced.

**Intensities.** The strength of a line is taken here as the squared transition moment times the net population difference. The integrated absorption coefficient contains the transition wavenumber as a further factor. This factor differs by only about 0.1 percent between neighbouring lines and is left out; including it would raise the cold share found below by less than 0.1 percentage points.

Take the dipole moment linear in $Q$ and independent of $x$. In the first-order picture the bend functions are the same in both stretch states, so $v$ does not change, and the squared moment of $n=0\to1$ is the same for each $v$. The stretch itself is almost unexcited. Its Boltzmann factor is

$$
q_s=e^{-2029/278.0}\approx7\times10^{-4}.
$$

The strength of the line from level $v$ is then proportional to the number of molecules in that level:

$$
\text{share from }v\approx p_v=(1-q)q^v .
$$

The cold line carries about 30 percent of the stretch absorption and the hot bands about 70 percent. In this setting the excited population is also an intensity share.

The two-mode calculation, with stimulated emission subtracted, gives shares of 30.10, 21.03, 14.69 and 10.26 percent for $v=0$ to 3. All absorption that does not start from the lowest state of the two modes adds up to 69.90 percent.

**The small deficit of the cold line.** The populations alone would give 30.21 percent, and two small effects account for the difference.

The first is absorption by molecules with an excited stretch. For a harmonic stretch the squared moment of $n\to n+1$ grows as $n+1$, and the net population difference is $(1-q_s)^2q_s^n$. Because $\sum_n(n+1)q_s^n=1/(1-q_s)^2$, the part starting from $n=0$ is $(1-q_s)^2\approx0.9986$.

The second is a weak dependence of the stretch moment on the bend. The bend is slow, so $x$ may be held fixed while the stretch is solved. The stretch then has kinetic coefficient $S$ and force coefficient $S+cx^2$, and its wavenumber is $S'=\sqrt{S(S+cx^2)}$. For any harmonic oscillator $\langle1|Q|0\rangle^2=\langle0|Q^2|0\rangle$, which here gives

$$
\langle1|Q|0\rangle^2=\frac{S}{2S'}=\frac12\left(1+\frac{cx^2}{S}\right)^{-1/2}\approx\frac12\left(1-\frac{cx^2}{2S}\right).
$$

Averaged over a bend level, this is the squared moment summed over all final bend levels, which includes weak transitions that change $v$. With $\langle x^2\rangle=v+\tfrac12$, the sum for $v=0$ lies below the thermal mean by the relative amount

$$
\frac{|c|}{2S}\langle v\rangle=\frac{4}{4060}\times2.31=0.0023 .
$$

Together, $30.21\times0.9986\times0.9977=30.10$ percent, in agreement with the diagonalization.

**Reading the band.** In this model, one species with one stretch gives a progression of lines about 2 cm⁻¹ apart. In a real complex, rotational structure and other soft modes coupled to the stretch can blur it. For this single nondegenerate bend the cold line is the strongest, because $p_v$ falls with $v$. This need not hold for a degenerate bend or for several coupled soft modes. With the doubly degenerate bend of part (d), coupled equally through both components, the cold line carries only about 9 percent and the strongest line starts from the level with two bend quanta. If the lines are broader than their spacing, they merge into one asymmetric band. To first order its centre of gravity is

$$
\nu_s+X\langle v\rangle=2029-2\times2.31\approx2024\ \text{cm}^{-1},
$$

and the hot bands give it a standard deviation of $|X|\sigma_v\approx5.5$ cm⁻¹, before any other broadening. The full two-mode levels, with their slightly larger steps, give 5.7 cm⁻¹ for the lines that keep $v$. The weak side bands in which $v$ changes by two lie about 200 cm⁻¹ away and are not counted in either figure. The centre of such a band is not the wavenumber of the cold transition. It moves towards lower values on heating, because $\langle v\rangle$ rises.

### (c) The bend's own band

In the bend's own band the transitions are $v\to v+1$. For a dipole moment linear in $x$, the ladder operators give

$$
|\langle v+1|x|v\rangle|^2=\frac{v+1}{2}.
$$

Higher levels absorb more strongly. Stimulated emission from $v+1$ back to $v$ has the same squared moment, so the net absorption is proportional to the population difference

$$
p_v-p_{v+1}=(1-q)q^v-(1-q)q^{v+1}=(1-q)^2q^v .
$$

The net strength starting from $v$ is therefore proportional to $(v+1)(1-q)^2q^v$. The sum over $v$ follows from the series already used:

$$
\sum_v(v+1)q^v=\frac{q}{(1-q)^2}+\frac{1}{1-q}=\frac{1}{(1-q)^2}.
$$

The strengths add up to 1 at every temperature, so they are already the shares. In this harmonic model heating does not change the total net absorption per molecule; it redistributes the absorption among the initial levels. The cold share is

$$
(1-q)^2=0.302^2=0.091,
$$

and about 91 percent of the band starts from excited levels.

This exceeds the excited population of 70 percent because the factor $v+1$ favours high levels. Stimulated emission is not the cause. It reduces each contribution by the same factor, $p_v-p_{v+1}=(1-q)p_v$, which cancels from the shares.

For a strictly harmonic bend all these transitions fall at 100 cm⁻¹ and cannot be told apart. The hot share found here is thus a statement about the initial levels. Visible separate lines also require anharmonicity, a nonzero transition moment and sufficiently narrow lines.

### (d) Degeneracy and anharmonicity

**A doubly degenerate bend.** In a molecule of high symmetry the bend may have two equivalent components with quantum numbers $v_1$ and $v_2$. The energy is $\nu(v_1+v_2)$, and the partition function factorizes:

$$
Z_2=\sum_{v_1}q^{v_1}\sum_{v_2}q^{v_2}=\frac{1}{(1-q)^2}.
$$

The ground level is the single state $v_1=v_2=0$, so

$$
F_2=1-\frac1{Z_2}=1-(1-q)^2=0.909 .
$$

Now 91 percent of the molecules are excited, and the figure of 70 percent no longer applies to the mode as a whole. It still holds for each component separately.

The equality with the hot share in (c) has a simple origin. The level with $v_1+v_2=N$ contains $N+1$ states and has population $(N+1)(1-q)^2q^N$. This is the same expression as the absorption share from level $N$ of the nondegenerate bend. There the factor $N+1$ came from the transition moment; here it counts states.

The same reasoning covers several different soft modes. If they are independent, with Boltzmann factors $q_i$, the fraction excited in at least one of them is $1-\prod_i(1-q_i)$. A complex with many soft modes can have very few molecules in its overall vibrational ground state, even though each mode taken alone is often in $v=0$.

**A weakly anharmonic bend.** Let the levels be

$$
G(v)=\nu v+\chi v(v-1).
$$

This form gives $G(1)=\nu$, so $\nu$ remains the observed fundamental when $\chi$ changes. The step from $v$ to $v+1$ is $\nu+2\chi v$, which separates the hot bands in the bend's own band by $2\chi$.

The excited fraction is $F=1-1/Z$, and therefore

$$
\frac{dF}{d\chi}=\frac1{Z^2}\frac{dZ}{d\chi}.
$$

At $\chi=0$ the derivative of the partition function is

$$
\frac{dZ}{d\chi}=-\beta\sum_v v(v-1)q^v=-\frac{2\beta q^2}{(1-q)^3}.
$$

With $1/Z^2=(1-q)^2$ this becomes

$$
\left.\frac{dF}{d\chi}\right|_{0}=-\frac{2\beta q^2}{1-q}
=-\frac{2\times0.6979^2}{278.0\times0.3021}=-0.0116\ \text{per cm}^{-1}.
$$

Positive $\chi$ pushes the levels above $v=1$ upwards and so lowers their Boltzmann factors. This reduces $Z$ and raises the ground-level population $1/Z$. A small quartic term in the bend potential, treated by numerical diagonalization, gives $-0.01159$ per cm⁻¹, in agreement with the formula.

For a finite case, take a potential $\tfrac12x^2+0.003\,x^4$ in units of the bare bend quantum, and scale the levels so that the fundamental is 100 cm⁻¹. The computed levels give $\chi=[G(2)-2G(1)]/2=0.43$ cm⁻¹ and an excited fraction of 69.3 percent. The linear estimate is a fall of $0.0116\times0.43=0.0050$, or 0.50 percentage points; the computed fall is 0.45 points. The linear estimate omits higher powers of $\chi$ and the departure of the quartic levels from the assumed $G(v)$. The figure of about 70 percent survives this degree of anharmonicity.

For negative $\chi$ the formula for $G(v)$ eventually turns downwards, and the infinite sum loses its meaning. The sum must then be cut off at the real bound levels. The slope remains a useful estimate only for small $|\chi|$. At $\chi=-0.5$ cm⁻¹ the sum over the rising levels raises $F$ by 0.62 percentage points, against 0.58 from the slope. At $\chi=-1$ cm⁻¹ the rise is 1.39 points, against 1.16, although the levels near the cutoff are still almost empty. A bend with a low barrier, or one that turns into a nearly free internal rotation, lies outside this treatment. Its actual levels must be inserted into $F=1-1/Z$, with $Z$ counting every state and the ground level taken as nondegenerate.

The populations, line positions and shares are listed in the numerical output below.

## Values computed for the example and the checks

```
Bend wavenumber: 100 cm^-1
Temperature: 400 K
k/(hc): 0.695035 cm^-1/K
Thermal energy kT/(hc): 278.01 cm^-1
Exponent h c nu/(kT): 0.35969 (no unit)
Boltzmann factor q: 0.69789 (no unit)
Partition function 1/(1-q): 3.3100 (no unit)
Excited fraction, level sum: 69.79 percent
Population of v=0: 30.21 percent
Population of v=1: 21.08 percent
Population of v=2: 14.71 percent
Population of v=3: 10.27 percent
Population of v=4: 7.17 percent
Population of v>=5: 16.56 percent
Mean quantum number: 2.310 (no unit)
Own band, cold share: 9.13 percent
Own band, hot share: 90.87 percent
Degenerate bend, excited: 90.87 percent
Slope dF/dchi, formula: -0.011598 per cm^-1
Slope dF/dchi, numerical: -0.011593 per cm^-1
Quartic coefficient: 0.003 (bare bend quantum)
Quartic bend chi: 0.430 cm^-1
Quartic bend, excited: 69.34 percent
Stretch harmonic wavenumber: 2030 cm^-1
Coupling c_sb: -4.0 cm^-1
First-order line spacing c_sb/2: -2.0 cm^-1
Bare bend in two-mode model: 101.005 cm^-1
Two-mode bend fundamental: 99.999 cm^-1
Stretch line from v=0: 2028.98 cm^-1
  its initial-level share: 30.10 percent
Stretch line from v=1: 2026.93 cm^-1
  its initial-level share: 21.03 percent
Stretch line from v=2: 2024.89 cm^-1
  its initial-level share: 14.69 percent
Stretch line from v=3: 2022.84 cm^-1
  its initial-level share: 10.26 percent
Stretch, total hot share: 69.90 percent
```
